# Why an inversion-symmetric donor has no linear hyperfine Stark shift

## Two orbitals

Consider a donor electron restricted to two orbitals centred on the nucleus. One is an \(s\)-like orbital at energy 0, the other a \(p\)-like orbital at energy \(\Delta>0\). The \(p\) orbital has a node at the nucleus, so the contact hyperfine coupling \(A\) is proportional to the weight \(w\) of the \(s\) orbital. An electric field couples the two orbitals with a real matrix element \(u\) proportional to the field.

Write the state as \(\cos\theta\,|s\rangle-\sin\theta\,|p\rangle\). Its energy is

\[
\Delta\sin^2\theta-2u\sin\theta\cos\theta
=\frac{\Delta}{2}-\frac12\left(\Delta\cos2\theta+2u\sin2\theta\right).
\]

The bracket is largest when \((\cos2\theta,\sin2\theta)\) is parallel to \((\Delta,2u)\). Hence \(\cos2\theta=\Delta/\sqrt{\Delta^2+4u^2}\), and

\[
w=\cos^2\theta=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4u^2}}\right)
\simeq 1-\frac{u^2}{\Delta^2}.
\]

The admixture of \(p\) is linear in the field, but it brings no density to the nucleus. In this two-orbital model the coupling changes only because normalization removes \(s\) weight, and that loss is quadratic. A real donor has further even orbitals, and their admixture at second order also changes the density at the nucleus; in the Coulomb donor below it is the larger part. The gap matters too: if \(\Delta=0\), then \(w=1/2\) for any nonzero field, however weak, and the expansion in \(u/\Delta\) is no longer available.

## The general statement

Let \(\mathbf r\) be measured from the donor nucleus. The electron has charge \(-e\), so a uniform field \(\mathbf E\) gives

\[
H(\mathbf E)=H_0+V,\qquad V=e\,\mathbf E\cdot\mathbf r .
\]

Let \(P\) be inversion about the nucleus, with \(P^2=1\) and \(P^\dagger=P\). The assumptions are:

- \(PH_0P=H_0\).
- The orbital ground level \(W_0\) is nondegenerate and lies a gap \(g\) below the rest of the spectrum. \(H_0\) does not act on spin, so the twofold spin degeneracy plays no part.
- The hyperfine coupling is \(A=\langle O\rangle\), where \(O\) does not depend on the field and \(POP=O\).

For contact coupling \(O\) is a constant times \(\delta(\mathbf r)\). In effective-mass theory that constant includes the lattice enhancement of the density at the nucleus, here taken as independent of field. The claim is that \(A(\mathbf E)\) has no term linear in \(\mathbf E\), for any field direction.

## First derivation: the first-order state

Since \(P\) commutes with \(H_0\), the state \(P|0\rangle\) has the same energy as \(|0\rangle\). The level is nondegenerate, so \(P|0\rangle=p_0|0\rangle\), and \(P^2=1\) gives \(p_0=\pm1\).

The field energy is odd, \(PVP=-V\). Therefore

\[
\langle0|V|0\rangle=\langle0|P(PVP)P|0\rangle=-p_0^2\langle0|V|0\rangle=0 .
\]

With no first-order energy, the first-order state \(|1\rangle\) obeys

\[
(H_0-W_0)|1\rangle=-V|0\rangle,\qquad \langle0|1\rangle=0 .
\]

The gap makes this equation solvable, because \(H_0-W_0\) can be inverted on states orthogonal to \(|0\rangle\). Apply \(P\) to both sides:

\[
(H_0-W_0)P|1\rangle=-PV|0\rangle=VP|0\rangle=p_0V|0\rangle .
\]

This is \(-p_0\) times the original equation. Thus \(P|1\rangle\) and \(-p_0|1\rangle\) can differ only by a multiple of \(|0\rangle\). Both are orthogonal to \(|0\rangle\), so they are equal: \(|1\rangle\) has the parity opposite to that of \(|0\rangle\).

The linear change of the coupling is \(A_1=2\,\mathrm{Re}\langle0|O|1\rangle\). Inserting \(P^2=1\) on both sides of \(O\) gives

\[
\langle0|O|1\rangle=\langle0|P(POP)P|1\rangle
=p_0(-p_0)\langle0|O|1\rangle=-\langle0|O|1\rangle=0 .
\]

Hence \(A_1=0\). For contact coupling and an even ground state this says \(\psi_1(0)=0\).

Expanding \(|1\rangle\) in eigenstates \(|k\rangle\) of \(H_0\) with energies \(W_k\) gives a form that remains useful when inversion is broken:

\[
A_1=2\,\mathrm{Re}\sum_{k\neq0}\frac{\langle0|O|k\rangle\langle k|V|0\rangle}{W_0-W_k}.
\]

With inversion symmetry, \(V\) reaches states of opposite parity and \(O\) states of equal parity, so each product vanishes.

The argument does not require a single band minimum. With minima at \(\mathbf k\) and \(-\mathbf k\), inversion exchanges the valleys, and the theorem applies once valley-orbit coupling leaves a single ground orbital. A chain of 121 sites with band energy \(2\cos k+2\cos2k\) has two such minima, at \(\cos k=-1/4\). Its donor potential was \(-2/(1+|n|)\) at site \(n\), with an extra \(-1\) at the centre, and the field energy was \(0.001\,n\). Relative to zero field, the part of the central density even in the field was \(-9.4\times10^{-7}\), while the odd part was at rounding level, \(10^{-16}\). Raising site \(n=3\) by 0.5 broke inversion and made the odd part \(-3.3\times10^{-5}\). The bound state of this chain is confined to a few sites, so the example illustrates the symmetry argument and not the size of the shift in silicon.

## Second derivation: reversing a finite field

In unbounded space \(V\) falls without limit on one side, so the electron can eventually tunnel away and \(H(\mathbf E)\) has no true ground state. To speak of a state at finite field, enclose the donor in a sphere of radius \(R\) centred on the nucleus. The sphere preserves inversion symmetry and gives \(\|V\|\le eER\). Let \(g\) now be the gap in the sphere, and replace \(\delta(\mathbf r)\) by its average over a small ball around the nucleus, so that \(O\) is bounded and still even.

Inversion reverses the field:

\[
PH(\mathbf E)P=H_0-V=H(-\mathbf E).
\]

If \(\psi_{\mathbf E}\) is the ground state of \(H(\mathbf E)\), then \(P\psi_{\mathbf E}\) is the ground state of \(H(-\mathbf E)\), and

\[
A(-\mathbf E)=\langle\psi_{\mathbf E}|POP|\psi_{\mathbf E}\rangle=A(\mathbf E).
\]

Evenness alone would permit a term in \(|\mathbf E|\), so differentiability must be shown. Let \(\|V\|<g/2\). No level moves by more than \(\|V\|\), so the ground level remains separate. Draw a circle of radius \(g/2\) about \(W_0\) in the complex energy plane. On it \(G_0(\zeta)=(\zeta-H_0)^{-1}\) has norm \(2/g\), and the series

\[
(\zeta-H_0-V)^{-1}=G_0\sum_{n=0}^{\infty}(VG_0)^n
\]

converges. The integral of this operator around the circle, divided by \(2\pi i\), is the projector \(\Pi\) onto the ground state. It is therefore a power series in the field, and so is

\[
A=\frac{\langle0|\Pi O\Pi|0\rangle}{\langle0|\Pi|0\rangle}
\]

near zero field, where the denominator is close to 1. An even power series has no odd terms. The linear coefficient is zero for every \(R\) and every radius of the averaging ball.

### What happens without the gap

Take three levels: \(s\) and \(p\) at energy 0 and a second even level \(s'\) at energy 1. The field couples \(p\) to both even levels with strength \(F\), and the contact amplitudes are \(1,0,\tfrac12\). For an eigenvalue \(\epsilon\), setting the \(p\) component to 1 gives

\[
s=\frac F\epsilon,\qquad s'=\frac{F}{\epsilon-1},\qquad
\epsilon^2=F^2\left(1+\frac{\epsilon}{\epsilon-1}\right).
\]

For small \(F>0\) the lowest root is \(\epsilon\simeq-F(1+F/2)\). Then \(s\simeq-1+F/2\) and \(s'\simeq-F\). The contact amplitude is \(s+s'/2\simeq-1\), and the squared norm is \(1+s^2+s'^2\simeq2-F\). The density is

\[
\frac{1}{2-F}\simeq\frac12+\frac F4 .
\]

Reversing the field gives the same density, so the term is \(|F|/4\). Direct diagonalization gave the coefficient 0.2499. Symmetry under field reversal is intact here, yet the shift is not quadratic.

## What each derivation assumes

Both derivations use inversion symmetry, an even hyperfine operator and a nondegenerate ground level. They use the last assumption differently. In the first it fixes the parity of \(|0\rangle\) and makes the first-order equation solvable. In the second it identifies the states at \(\mathbf E\) and \(-\mathbf E\) and supplies the power series.

The first derivation works in unbounded space and needs a normalizable \(V|0\rangle\) and a finite \(\langle0|O|1\rangle\). It concerns the first-order coefficient and makes no claim that the series converges. It also yields a formula for the slope when symmetry is lost.

The second derivation needs a ground state at finite field, hence the enclosure, and a bounded \(O\). In return it excludes every odd power. For a real donor the enclosed state can represent the bound electron during a measurement much shorter than the tunnelling time. The sphere must then be much larger than the orbital, yet small enough that the ground state stays at the donor. In a very large sphere the ground state at the same field lies near the wall instead.

## The first term that survives

For an isotropic mass \(m\) and relative permittivity \(\varepsilon\), use the effective Bohr radius \(a\) and Hartree energy \(\mathrm{Ha}\) as units:

\[
a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{me^2},\quad
\mathrm{Ha}=\frac{\hbar^2}{ma^2},\quad
F=\frac{eEa}{\mathrm{Ha}},\quad
H=-\frac{\nabla^2}{2}-\frac1r+Fz .
\]

The unperturbed state is \(\psi_0=e^{-r}/\sqrt\pi\) with \(W_0=-1/2\). Since \(\nabla\psi_0=-\hat{\mathbf r}\psi_0\), any smooth factor \(q\) obeys

\[
(H_0-W_0)(q\psi_0)=-\tfrac12\left(\nabla^2q-2\,\partial_rq\right)\psi_0 .
\]

**First order.** Put \(\psi_1=Fq_1\psi_0\) with \(q_1=-z(\alpha+\beta r)\). The equation requires \(\nabla^2q_1-2\partial_rq_1=2z\). Using \(\nabla^2(zr)=4z/r\), \(\partial_rz=z/r\) and \(\partial_r(zr)=2z\), the left side becomes

\[
-\frac{4\beta z}{r}+\frac{2\alpha z}{r}+4\beta z .
\]

Hence \(\beta=1/2\) and \(\alpha=2\beta=1\), so \(\psi_1=-Fz(1+r/2)\psi_0\), which vanishes at the nucleus.

The averages needed are \(\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=(n+2)!/2^{n+1}\). They give \(\langle r^2\rangle=3\), \(\langle r^3\rangle=15/2\) and \(\langle r^4\rangle=45/2\). With \(z^2\) averaging to \(r^2/3\) over angles, the second-order energy coefficient is

\[
W_2=-\frac13\left(\langle r^2\rangle+\frac12\langle r^3\rangle\right)=-\frac94 .
\]

**Second order.** The equation is

\[
(H_0-W_0)\psi_2=F^2\left[-\frac94+z^2\left(1+\frac r2\right)\right]\psi_0 .
\]

Split \(z^2=r^2/3+(z^2-r^2/3)\). The second part has angular momentum 2. Its response has the same angular dependence and must vanish at the nucleus to be continuous there. For the \(s\) part put \(\psi_2=F^2q_2(r)\psi_0\) and \(h=q_2'\):

\[
h'+\frac{2h}{r}-2h=\frac92-\frac{2r^2}{3}-\frac{r^3}{3}.
\]

Try \(h=c_1r+c_2r^2+c_3r^3\) and match powers from the highest:

- \(r^3\): \(-2c_3=-1/3\), so \(c_3=1/6\).
- \(r^2\): \(5c_3-2c_2=-2/3\), so \(c_2=3/4\).
- \(r^1\): \(4c_2-2c_1=0\), so \(c_1=3/2\).
- \(r^0\): \(3c_1=9/2\), which is satisfied.

The homogeneous solution \(e^{2r}/r^2\) is excluded because it is singular at the nucleus. Integration gives

\[
q_2=g_0+\frac{3r^2}{4}+\frac{r^3}{4}+\frac{r^4}{24}.
\]

Normalization to order \(F^2\) requires \(2\langle q_2\rangle+\langle q_1^2\rangle=0\). The two averages are

\[
\langle q_1^2\rangle=\frac13\left\langle r^2+r^3+\frac{r^4}{4}\right\rangle=\frac{43}{8},
\]

\[
\langle q_2\rangle=g_0+\frac94+\frac{15}{8}+\frac{15}{16}=g_0+\frac{81}{16}.
\]

Thus \(g_0=-43/16-81/16=-31/4\). At the nucleus \(\psi/\psi_0=1+g_0F^2\), and squaring gives

\[
\boxed{\frac{\Delta A}{A}=-\frac{31}{2}F^2+O(F^4)} .
\]

Of this coefficient, \(-43/8\) is the normalization loss seen in the two-orbital model, and \(-81/8\) comes from the second-order admixture of other \(s\) states. Diagonalization at \(F=\pm0.001\) gave \(-15.501\) for the total. Since \(a\propto\varepsilon/m\) and \(\mathrm{Ha}\propto m/\varepsilon^2\), we have \(F\propto E\varepsilon^3/m^2\). At fixed field the relative shift scales as \(\varepsilon^6/m^4\), so shallow, extended donors respond much more strongly.

## When inversion symmetry is absent

Suppose a weak static field \(F_0\) is already present along the applied field. Replacing \(F\) by \(F_0+F\) gives the change produced by \(F\):

\[
-\frac{31}{2}\left[(F_0+F)^2-F_0^2\right]=-31F_0F-\frac{31}{2}F^2 .
\]

The linear term appears because the donor was polarized before the field was applied.

A substitutional donor in silicon has a tetrahedral site, which lacks an inversion centre. A linear isotropic shift would have the form \(\mathbf c\cdot\mathbf E\), with \(\mathbf c\) unchanged by the site symmetry. The half-turn about \(x\) reverses \(c_y\) and \(c_z\), and the half-turn about \(y\) reverses \(c_x\). Hence \(\mathbf c=0\) for a nondegenerate ground orbital, even without inversion.

The full hyperfine tensor may change by \(\sum_kB_{ijk}E_k\), with \(B_{ijk}=B_{jik}\). The half-turns leave the components whose three indices all differ, and the threefold rotations make those equal. One coefficient \(b\) remains: the \(xy\) element may change by \(bE_z\), and cyclically. Inversion would reverse \(b\) and so forbid it. The inversion-symmetric model therefore gives the right linear isotropic result for this site but misses a permitted anisotropic one.

## Numbers for a shallow donor

Take \(m=0.3\) electron masses, \(\varepsilon=11.7\), a zero-field coupling of 100 MHz and a field of 0.003 MV/cm. These round values lie roughly in the regime of phosphorus implanted in silicon. They give \(a=2.064\) nm and \(\mathrm{Ha}=59.63\) meV. The field unit \(\mathrm{Ha}/(ea)\) is 0.289 MV/cm, so

\[
F=\frac{0.003}{0.289}=0.0104,\qquad
\frac{\Delta A}{A}=-15.5\,(0.01038)^2=-0.167\,\% .
\]

The coupling falls by 167 kHz. Finite-field diagonalization gives \(-0.168\,\%\), so higher orders add about 0.5 % of the quadratic term.

For tunnelling, the leading weak-field rate of a hydrogenic state, \((4/F)e^{-2/(3F)}\,\mathrm{Ha}/\hbar\), is used as a size estimate without derivation. It gives about \(5\times10^{-12}\) per second. At the stronger field \(F=0.05\) it exceeded a complex-scaling calculation of the resonance width by a factor of 1.7. At 4 K, five excited orbitals at a rough 12 meV have a combined weight of about \(4\times10^{-15}\) relative to the ground orbital. Neither effect matters here. The example also assumes that almost no free carriers are present, because at this field they could gain enough energy to ionize donors by impact.

Now put one negative charge 30 nm away on the positive \(z\) axis. Its field at the donor is 0.00137 MV/cm, or \(F_0=0.00473\), and pushes the electron the same way as a positive \(F\). The offset formula gives a slope of \(-31F_0=-0.147\). Diagonalization with the full potential of the charge gives \(-0.145\), as does the sum over states. The 1 % difference contains the nonuniformity of the charge's field and higher powers of \(F_0\), which were not separated. At the applied field the linear shift is \(-0.151\,\%\), nearly as large as the quadratic one.

For phosphorus in silicon, the model's binding energy of 29.8 meV is well below the real value of roughly 45 meV. Adding a screened attraction proportional to \(-e^{-r/r_c}/r\) with \(r_c=0.5\) nm, its strength adjusted to give 45 meV, lowers the quadratic coefficient from 15.5 to 2.5 in magnitude and the shift to \(-0.027\,\%\). The isotropic shift is therefore an illustration, and may be several times too large for phosphorus. The mass also depends on direction. Masses of 0.2 and 0.9, without that attraction, give a shift near \(-0.1\,\%\) for one valley with the field along its heavy axis. A field along a light axis acts more strongly, and for a field along a cube axis of silicon four of the six valleys are in that position. The heavy-axis value alone is therefore not the shift of the donor. Real devices also break inversion symmetry through charged defects, gates and interfaces. With the 45 meV coefficient, the offset formula puts the linear shift from the same charge near \(2(-2.49)(0.00473)(0.01038)=-0.024\,\%\), again comparable with the quadratic shift. A linear term in a measured isotropic coupling can thus signal a static offset field, provided that other symmetry-breaking causes, such as an interface, a strain gradient or a shear strain, have been excluded. At the tetrahedral site a uniform shear strain, for example the \(xy\) component, permits a linear isotropic term, while a uniform stretch along the cube axes does not.

The numerical output lists these values with their units.

## Table of computed values

```
second-order energy coefficient: -2.2500 (eff. a.u.)
same from diagonalization: -2.2501 (eff. a.u.)
norm of first-order function: 5.3750 F^2
constant g0: -7.7500
quadratic coefficient of A: -15.5000 F^2
same from diagonalization: -15.5008 F^2
linear coefficient, diagonalization: 1.7e-13 F
two-valley chain, odd part at F=0.001: -2.9e-16
two-valley chain, even part at F=0.001: -9.420e-07
chain with displaced impurity, odd part: -3.288e-05
degenerate model, coefficient of |F|: 0.2499
Td linear terms, isotropic coupling: 0
Td linear terms, full symmetric tensor: 1
effective mass: 0.3 electron masses
relative permittivity: 11.7
effective Bohr radius: 2.064 nm
effective Hartree: 59.63 meV
model binding energy: 29.82 meV
effective field unit: 0.2890 MV/cm
applied field: 0.0030 MV/cm
dimensionless field F: 0.01038
quadratic coefficient: -185.6 (cm/MV)^2
relative shift, quadratic formula: -0.1671 %
relative shift, finite field: -0.1680 %
higher orders / quadratic term: 0.54 %
zero-field coupling: 100 MHz
coupling shift, quadratic: -167.1 kHz
tunnelling rate estimate: 4.5e-12 1/s
tunnel formula / complex scaling at F=0.05: 1.68
charge distance: 30 nm
field of that charge: 0.00137 MV/cm
its dimensionless field F0: 0.00473
linear coefficient, offset formula: -0.1467 F
linear coefficient, sum over states: -0.1451 F
linear coefficient, finite difference: -0.1451 F
linear shift at applied field: -0.1506 %
light and heavy masses: 0.2, 0.9 electron masses
anisotropic binding energy: 30.7 meV
anisotropic shift, heavy axis: -0.094 %
central-cell target binding: 45 meV
central-cell radius: 0.5 nm
central-cell strength: 1.37 (eff. a.u.)
central-cell quadratic coefficient: -2.49 F^2
central-cell shift: -0.027 %
temperature: 4 K
rough excitation gap: 12 meV
thermal weight of five excited orbitals: 3.8e-15
```
